# Thermal images in a coated half-space and the late-time substrate effusivity

**Q.** You flash the front of a coated part, watch the surface cool, and claim to learn something about the metal underneath. The camera sees the coating. Why should the coating not dominate the signal?

**A.** It does at first. To see when it stops, take a coating in \(0<x<L\) on a substrate filling \(x>L\). Layer \(i\) has conductivity \(k_i\), heat capacity per volume \(C_i\), diffusivity \(\alpha_i=k_i/C_i\) and effusivity \(e_i=\sqrt{k_iC_i}\), with \(i=1\) for the coating. Conduction is one-dimensional and obeys Fourier's law with constant properties. Heat \(Q\) per area is absorbed at \(x=0\) at \(t=0\), and none is lost afterwards. The temperature rise \(T\) obeys
\[
C_i\,\partial_tT=k_i\,\partial_x^2T,\qquad T=0\ \text{before the pulse}.
\]
No quantum constant enters, so the algebra reads the same in atomic units as in any consistent system.

With \(\Theta(x,s)=\int_0^\infty e^{-st}T\,dt\), the time derivative becomes a factor \(s\), because the initial rise is zero for \(x>0\). Hence \(\Theta''=q_i^2\Theta\) with \(q_i=\sqrt{s/\alpha_i}\). The surface flux \(Q\delta(t)\) has the transform \(Q\), the whole pulse being counted. The solutions are
\[
\Theta_1=Ae^{-q_1x}+Be^{q_1x},\qquad \Theta_2=De^{-q_2(x-L)}.
\]
The growing exponential is absent from the substrate because the rise must vanish at great depth.

**Q.** Diffusion has no wavefronts. What can the interface reflect?

**A.** "Reflection" here names a ratio of amplitudes. Write \(a=Ae^{-q_1L}\) and \(b=Be^{q_1L}\) for the two parts at the interface. Contact is assumed perfect, so temperature and flux are continuous. Since
\[
k_iq_i=k_i\sqrt{sC_i/k_i}=e_i\sqrt s ,
\]
the two conditions, after cancelling \(\sqrt s\), are
\[
a+b=D,\qquad e_1(a-b)=e_2D .
\]
Eliminating \(D\) gives \(e_1(a-b)=e_2(a+b)\), or \((e_1-e_2)a=(e_1+e_2)b\). Therefore
\[
b=Ra,\qquad D=(1+R)a,\qquad R=\frac{e_1-e_2}{e_1+e_2}.
\]
This \(R\) is the effusivity mismatch ratio. It does not depend on \(s\), so every time scale is reflected in the same proportion. A substrate of higher effusivity makes \(R\) negative: it draws heat away and lowers the coating temperature.

Now \(B=be^{-q_1L}=RAz\), with \(z=e^{-2q_1L}\). The surface condition \(-k_1\Theta_1'(0)=Q\) reads \(e_1\sqrt s\,(A-B)=Q\), so
\[
A=\frac{Q}{e_1\sqrt s}\,\frac1{1-Rz},\qquad
\Theta(0,s)=A+B=\frac{Q}{e_1\sqrt s}\,\frac{1+Rz}{1-Rz}.
\]

**Q.** That is a transform. The camera records time.

**A.** For real \(s>0\) we have \(0<z<1\), and for finite nonzero effusivities \(|R|<1\). The geometric series then converges absolutely:
\[
\frac{1+Rz}{1-Rz}=1+\frac{2Rz}{1-Rz}=1+2\sum_{n=1}^\infty R^nz^n .
\]
Each term has the form \(e^{-a\sqrt s}/\sqrt s\), where from here on \(a=2nL/\sqrt{\alpha_1}\). I claim this is the transform of \(e^{-a^2/4t}/\sqrt{\pi t}\). Put \(t=v^2\) and complete the square:
\[
\int_0^\infty e^{-st}\frac{e^{-a^2/4t}}{\sqrt{\pi t}}dt
=\frac{2}{\sqrt\pi}e^{-a\sqrt s}I,\qquad I=\int_0^\infty e^{-w^2}dv,\quad w=\sqrt s\,v-\frac a{2v}.
\]
The substitution \(v\to a/(2\sqrt s\,v)\) changes \(w\) to \(-w\) and gives \(\sqrt s\,I=\int_0^\infty e^{-w^2}\,a/(2v^2)\,dv\). Adding \(\sqrt s\,I\) in its original form gives
\[
2\sqrt s\,I=\int_0^\infty e^{-w^2}\Big(\sqrt s+\frac a{2v^2}\Big)dv=\int_{-\infty}^{\infty}e^{-w^2}dw=\sqrt\pi .
\]
So \(I=\sqrt\pi/(2\sqrt s)\), which proves the claim. For \(a=0\) it is the ordinary Gaussian integral. Absolute convergence allows the sum to be inverted term by term. With \(\tau=L^2/\alpha_1\), \(a^2/4t=n^2\tau/t\), and
\[
T(0,t)=\frac{Q}{e_1\sqrt{\pi t}}\,F,\qquad
F=1+2\sum_{n=1}^{\infty}R^n e^{-n^2\tau/t}.
\]

**Q.** Where are the images?

**A.** Apply the same expansion to \(\Theta_1=A(e^{-q_1x}+Rze^{q_1x})\). The coating temperature is
\[
T_1=\frac{Q}{e_1\sqrt{\pi t}}\Big[e^{-x^2/4\alpha_1t}+\sum_{n\ge1}R^n\big(e^{-(2nL-x)^2/4\alpha_1t}+e^{-(2nL+x)^2/4\alpha_1t}\big)\Big].
\]
These are Gaussians from sources at \(x=\pm2nL\) in an unbounded coating material, with strengths weighted by \(R^n\). The two members of a pair are equally far from the surface, hence the factor 2. In the substrate, \(D=(1+R)Ae^{-q_1L}\) gives
\[
T_2=\frac{Q(1+R)}{e_1\sqrt{\pi t}}\sum_{n\ge0}R^n\exp\!\Big[-\frac1{4t}\Big(\frac{(2n+1)L}{\sqrt{\alpha_1}}+\frac{x-L}{\sqrt{\alpha_2}}\Big)^2\Big].
\]

Both fields were tested against the heat equation solved on a mesh, for \(e_2/e_1=0.3\) with \(\alpha_2/\alpha_1=0.5\), and for \(e_2/e_1=6\) with \(\alpha_2/\alpha_1=20\). At five times from \(0.05\tau\) to \(40\tau\), the largest difference was \(1.3\times10^{-5}\) of the surface temperature at the same time with 200 cells across the coating. With 100 cells it was \(5.1\times10^{-5}\).

**Q.** Fine, but every term carries \(1/e_1\). How can \(e_1\) ever drop out?

**A.** Through the sum. As \(t\to\infty\) each exponential tends to 1. Each term is bounded by \(|R|^n\), which is summable, so the limit may be taken inside:
\[
F\to1+\frac{2R}{1-R}=\frac{1+R}{1-R}
=\frac{2e_1/(e_1+e_2)}{2e_2/(e_1+e_2)}=\frac{e_1}{e_2}.
\]
Hence
\[
T(0,t)\to\frac{Q}{e_2\sqrt{\pi t}} .
\]
This is the cooling law of the bare substrate. At early times the images are exponentially small, \(F\to1\), and the surface cools like a half-space of coating material.

**Q.** I am suspicious. The coating is still a thermal resistance between the surface and the metal. Should it not leave a correction of relative order \(\sqrt{\tau/t}\)?

**A.** Look at small \(s\). With \(u=q_1L=\sqrt{s\tau}\), multiply numerator and denominator of \((1+Rz)/(1-Rz)\) by \((e_1+e_2)e^u/2\):
\[
\frac{1+Rz}{1-Rz}=\frac{e_1\cosh u+e_2\sinh u}{e_2\cosh u+e_1\sinh u}
=\frac{e_1}{e_2}\Big[1+u\Big(\frac{e_2}{e_1}-\frac{e_1}{e_2}\Big)+O(u^2)\Big].
\]
The term linear in \(u\), multiplied by \(Q/(e_1\sqrt s)\), is independent of \(s\). A constant is the transform of a multiple of \(\delta(t)\), and contributes nothing after the pulse. Physically, a series resistance produces a temperature drop proportional to the flux through it at that moment, and the imposed surface flux is zero after the flash. What survives is weaker, and the time series gives its size.

Let \(y=\tau/t\) and expand the exponentials. The sums needed follow by applying \(R\,d/dR\) repeatedly to \(\sum R^n=R/(1-R)\). Two and four applications give
\[
\sum n^2R^n=\frac{R(1+R)}{(1-R)^3},\qquad
\sum n^4R^n=\frac{R(1+R)(1+10R+R^2)}{(1-R)^5}.
\]
Then \(F=\frac{1+R}{1-R}-2y\sum n^2R^n+y^2\sum n^4R^n+O(y^3)\). Dividing out the limit,
\[
F=\frac{e_1}{e_2}\Big[1-\frac{2R}{(1-R)^2}y+c_2y^2+O(y^3)\Big],\quad
c_2=\frac{R(1+10R+R^2)}{(1-R)^4}.
\]
Since \(1-R=2e_2/(e_1+e_2)\),
\[
\frac{R}{(1-R)^2}=\frac{(e_1-e_2)(e_1+e_2)}{4e_2^2}=\frac14\Big(\frac{e_1^2}{e_2^2}-1\Big),
\]
so that
\[
T(0,t)=\frac{Q}{e_2\sqrt{\pi t}}\Big[1+\frac{\tau}{2t}\Big(1-\frac{e_1^2}{e_2^2}\Big)+O\Big(\frac{\tau^2}{t^2}\Big)\Big].
\]
The order of the remainder is secure: \(0\le e^{-v}-1+v\le v^2/2\) for \(v\ge0\), so stopping \(F\) after the linear term leaves an error of at most \(y^2\sum n^4|R|^n\), which is finite.

**Q.** How late is "late"? You have hidden the effusivity ratio in the bracket.

**A.** For a good conductor under a poor one, \(e_1\ll e_2\), the correction is close to \(\tau/2t\), and \(t\gg\tau\) suffices unless the ratio is extreme: a part of \(F\) that decays roughly as \(e^{-\pi^2t/4\tau}\) must also have fallen well below \(e_1/e_2\). For \(e_1\gg e_2\) it is close to \(-(\tau/2t)(e_1/e_2)^2\), and one needs \(t\gg\tau(e_1/e_2)^2\). An insulating substrate takes up heat slowly, and the coating holds it meanwhile.

**Q.** Then take that to its end. A perfectly insulating substrate has \(R=1\), and your sum for the late limit diverges.

**A.** The late law fails there, and also at \(R=-1\). The image series itself still converges at every finite time, because \(e^{-n^2\tau/t}\) falls quickly with \(n\), so both ends can be worked out. A Gaussian of variance \(2y\), repeated with period \(2\pi\), has the Fourier series
\[
\frac1{2\pi}\sum_{n=-\infty}^{\infty}e^{-n^2y}e^{in\theta}
=\frac1{\sqrt{4\pi y}}\sum_{m=-\infty}^{\infty}e^{-(\theta+2\pi m)^2/4y}.
\]
At \(\theta=0\) the left side is \(F/2\pi\) for \(R=1\). At late times, when \(y\) is small, the term \(m=0\) dominates, so \(F\to\sqrt{\pi/y}=\sqrt{\pi t/\tau}\). Because \(e_1\sqrt\tau=\sqrt{k_1C_1}\,L\sqrt{C_1/k_1}=C_1L\),
\[
T\to\frac{Q}{C_1L}\qquad(R=1).
\]
The heat is trapped and spreads evenly through the coating.

At \(\theta=\pi\) the factors \(e^{in\pi}=(-1)^n\) give the case \(R=-1\), a substrate held at its initial temperature. The terms \(m=0\) and \(m=-1\) are equal and dominate, so \(F\to2\sqrt{\pi t/\tau}\,e^{-\pi^2t/4\tau}\) and
\[
T\to\frac{2Q}{C_1L}e^{-\pi^2t/4\tau}\qquad(R=-1).
\]
Neither end has a \(t^{-1/2}\) tail from which an effusivity could be read.

**Q.** For negative \(R\) the series alternates. Could \(F\) oscillate, so that I mistake a turning point for the late plateau?

**A.** No. Define
\[
U(\theta,y)=1+2\sum_{n\ge1}R^ne^{-n^2y}\cos n\theta ,
\]
so that \(F=U(0,y)\) and \(\partial_yU=\partial_\theta^2U\). This is heat flow on a circle, with \(y\) as its time. Its starting profile is
\[
U(\theta,0)=\mathrm{Re}\,\frac{1+Re^{i\theta}}{1-Re^{i\theta}}=\frac{1-R^2}{1-2R\cos\theta+R^2}.
\]
For \(R<0\) this rises from \(\theta=0\) to \(\theta=\pi\). The slope \(\partial_\theta U\) obeys the same heat equation, is zero at both ends by symmetry, and starts non-negative. By the maximum principle it stays non-negative. At \(\theta=0\), where the slope vanishes, its derivative \(\partial_\theta^2U\) is therefore also non-negative. So \(F\) never falls as \(y\) grows, which means it never rises with time. For \(R>0\) all signs reverse. In both cases \(F\) passes from 1 to \(e_1/e_2\) without turning back.

**Q.** Give me numbers, for a part somebody would inspect.

**A.** Take a porous protective oxide on magnesium, a good conductor that often needs such a coating. Rough typical values are \(L=30\) µm, \(k_1=1.0\) W/(m K), \(C_1=2.5\) MJ/(m³ K), \(k_2=150\) W/(m K) and \(C_2=1.8\) MJ/(m³ K). Let \(Q=2.0\) kJ/m². In units of W s\(^{1/2}\) m⁻² K⁻¹, used for all effusivities below,
\[
e_1=\sqrt{1.0\times2.5\times10^6}=1581,\quad
e_2=\sqrt{150\times1.8\times10^6}=16432 .
\]
Thus \(R=(1581-16432)/(1581+16432)=-0.824\) and \(e_1/e_2=0.096\). With \(\alpha_1=0.40\) mm²/s, \(\tau=(0.030\ \text{mm})^2/(0.40\ \text{mm}^2/\text{s})=2.25\) ms.

The natural reading of the camera signal is the apparent effusivity
\[
e_a(t)=\frac{Q}{T(0,t)\sqrt{\pi t}}=\frac{e_1}{F}.
\]

| \(t/\tau\) | \(t\) (ms) | \(T\) (K) | \(e_a\) |
|---|---|---|---|
| 0.2 | 0.45 | 33.3 | 1599 |
| 1 | 2.25 | 6.29 | 3781 |
| 3 | 6.75 | 1.09 | 12615 |
| 10 | 22.5 | 0.483 | 15571 |
| 49.5 | 111.5 | 0.208 | 16266 |

At \(0.2\tau\) the first image pair alone gives \(2Re^{-5}=-0.011\), which accounts for \(F=0.989\). By \(3\tau\) the reading is 23 % below \(e_2\), and by \(10\tau\) it is 5 % below.

**Q.** The last row is still 1 % low. Must I wait longer?

**A.** You can correct it. I chose that time so that the leading correction is 1 %: \(t=\tau(1-0.0962^2)/(2\times0.01)=111.5\) ms. From the expansion, \(e_2=e_a[1+(\tau/2t)(1-e_1^2/e_2^2)]\) up to order \(y^2\). Replacing \(e_2\) by \(e_a\) inside the small bracket changes the result at order \(y^2\) only, so
\[
e_2\approx e_a\Big[1+\frac{\tau}{2t}\Big(1-\frac{e_1^2}{e_a^2}\Big)\Big].
\]
Here this is \(16266\,[1+0.01009\times0.9906]\approx16428\), which is 0.020 % below the input. The neglected term explains the difference: \(c_2=0.49\) and \(y=0.0202\) give \(c_2y^2=0.020\) %. To the accuracy of the material values, the recovered effusivity is \(1.6\times10^4\), or about \(1.0\times10^3\) eV Å⁻² K⁻¹ s\(^{-1/2}\).

The image series is a laborious route to this limit. At 111.5 ms it takes 14 image pairs to bring \(F\) within 1 % of its value, because the terms die out slowly and, with alternating signs, must cancel a starting value of 1 down to 0.097. The late expansion needs two terms.

**Q.** And if I do not know the absorbed heat?

**A.** Then \(e_2\) is uncertain in the same proportion as \(Q\). The ratio of early to late \(T\sqrt t\) is free of \(Q\) and tends to \(e_2/e_1\). The first and last rows give \(16266/1599=10.2\), against a true ratio of 10.4. For an instantaneous pulse absorbed at the surface the ratio is thus about 2 % low, and each end contributes about half of that. A real early reading is more delicate. With a pulse of 0.2 ms and absorption over 3 µm, the ratio is about 4 % low if time is counted from the middle of the pulse. Counting from its start would make the ratio about 13 % too high through the pulse length alone.

**Q.** Real flashes last, real interfaces resist, and real blocks end. What survives?

**A.** Here is each effect alone, all else held fixed, as a relative change of \(T\). The assumed pulse is 0.2 ms long. The light is absorbed over 3 µm, the contact resistance is 1.0 mm² K/W, the loss coefficient is 11 W/(m² K), the block is 10 mm thick with an insulated back face, and the heated spot has a radius of 20 mm and is viewed at its centre.

| Effect | at \(t=\tau\) | at 111.5 ms |
|---|---|---|
| pulse, time from its start | 8.2 % | 0.05 % |
| pulse, time from its middle | 0.13 % | below 0.001 % |
| absorption depth | −1.7 % | −0.01 % |
| contact resistance | 8.2 % | 0.07 % |
| surface loss | −0.07 % | −0.11 % |
| finite block | negligible | 0.003 % |
| finite spot | negligible | below 0.01 % |
| \(k_1\) lower by 10 % | 18 % | 0.12 % |

The last row shows the effect of a wrong value of \(k_1\), not of heating by the flash. The surface would rise by about 100 K at the end of the pulse if all the light were absorbed exactly at the surface, but by \(t=\tau\) the rise is only about 6 K. A conductivity that falls with the local temperature, by 10 % at a rise of 100 K, changes \(T\) by only about 2 % at \(t=\tau\). The coating's own uncertainties matter greatly near \(t=\tau\) and little at 111.5 ms. Many flash lamps last for milliseconds, longer than the pulse assumed here. The early reading at 0.45 ms is then lost, but the late one survives: a uniform pulse of 2 ms changes \(T\) at 111.5 ms by 0.5 % if time is counted from its start, and by only 0.001 % if counted from its middle. A contact resistance fades for the reason already given for the coating: to leading order it adds a constant to the transform.

With loss, contact resistance and back wall all present, the corrected estimate is 0.015 % above the input. That closeness is partly luck, since loss lowers \(T\) while contact resistance raises it. It should not be read as the accuracy of a measurement.

**Q.** So what limits a real inspection?

**A.** Oxides grown on magnesium in an electrolytic plasma are porous and often tens of micrometres thick, so the model lies in their regime. Two of its features need care. Magnesium alloys can conduct much less than the 150 W/(m K) used here, which is near the pure metal. Halving \(k_2\) at fixed \(C_2\) lowers \(e_2\) by \(1-1/\sqrt2=29\) %, which is a change the method is meant to detect. The assumption of an opaque surface is also doubtful, because such oxides may transmit part of the flash and of the infrared light the camera collects. The table sizes absorption at depth, but not emission from depth. A thin black layer reduces both, at the price of another layer.

The larger difficulty is the signal. The late rise is 0.21 K, so a temperature error of 0.02 K, a rough figure for one pixel of a good infrared camera, is a 10 % error in \(e_2\). That far exceeds every late entry in the table. Averaging over pixels and frames helps if their errors are independent. So does reading earlier with the correction applied: at \(10\tau\) the same temperature error is a 4 % error in \(e_2\), and the corrected estimate is itself only about 0.5 % low if the coating is known exactly and the contact is perfect, or 0.9 % low with the contact resistance assumed above. If the true \(k_1\) were half the assumed value, the estimate would be about 7 % low, so an early reading needs a well-known coating. Waiting much longer is no remedy: the signal falls as \(t^{-1/2}\), and the back wall and the spot edge change the signal strongly by \(d^2/\alpha_2\) and \(r^2/4\alpha_2\), for block thickness \(d\) and spot radius \(r\). With \(\alpha_2=83.3\) mm²/s both are 1.2 s, and at a quarter of that time the two effects already change \(T\) at the spot centre by about 3 % and −2 %. Nearer the spot edge the change comes sooner. The useful window lies well above \(\tau\) and well below that time.

## Computed values

```
mesh test e2/e1=0.3: error 5.1e-05 (100 cells), 1.3e-05 (200 cells)
mesh test e2/e1=6.0: error 5.1e-05 (100 cells), 1.3e-05 (200 cells)
coating: L=30 um, k1=1.0 W/(m K), C1=2.5 MJ/(m^3 K)
magnesium: k2=150 W/(m K), C2=1.8 MJ/(m^3 K)
absorbed heat Q=2.0 kJ/m^2, pulse length=0.2 ms
block thickness=10 mm, spot radius=20 mm
contact resistance=1.0 mm^2 K/W, absorption depth=3 um
ambient=300 K, convection=5 W/(m^2 K), total loss coefficient=11.1 W/(m^2 K)
alpha1=0.40 mm^2/s, alpha2=83.3 mm^2/s
e1=1581, e2=16432 W s^0.5 m^-2 K^-1
R=-0.8244, e1/e2=0.0962, tau=2.250 ms
peak surface rise at end of pulse=101 K
t/tau=0.20, t=0.450 ms: F=0.9889, T=33.268 K, apparent e=1599 W s^0.5 m^-2 K^-1
t/tau=0.50, t=1.125 ms: F=0.7773, T=16.539 K, apparent e=2034 W s^0.5 m^-2 K^-1
t/tau=1.00, t=2.250 ms: F=0.4182, T=6.291 K, apparent e=3781 W s^0.5 m^-2 K^-1
t/tau=3.00, t=6.750 ms: F=0.1253, T=1.089 K, apparent e=12615 W s^0.5 m^-2 K^-1
t/tau=10.00, t=22.500 ms: F=0.1015, T=0.483 K, apparent e=15571 W s^0.5 m^-2 K^-1
t/tau=49.54, t=111.458 ms: F=0.0972, T=0.208 K, apparent e=16266 W s^0.5 m^-2 K^-1
late time (leading correction 1 %)=111.5 ms
images needed there for 1 % of F=14
recovered e2, ideal signal=16428 W s^0.5 m^-2 K^-1, error=-0.020 %
same in eV and angstrom=1025.4 eV angstrom^-2 K^-1 s^-0.5
recovered e2 with loss, contact and back wall=16434 W s^0.5 m^-2 K^-1, error=0.015 %
neglected effects, change of T in %: at t=tau; at late time
  pulse length, time from its middle: 0.13 %; 1e-05 %
  pulse length, time from its start: 8.2 %; 0.046 %
  absorption depth: -1.7 %; -0.01 %
  contact resistance: 8.2 %; 0.069 %
  surface loss: -0.072 %; -0.11 %
  finite block: 0 %; 0.0031 %
  finite spot (substrate diffusivity): -2.4e-230 %; -0.0021 %
  coating conductivity 10 % lower: 18 %; 0.12 %
```
